\section*{Detecting an Excitonic Instability with the Hartree-Fock Stability Matrix}

\section{A converged state that is not a minimum}

A Hartree-Fock calculation on a two-band insulator can converge to a filled valence band with a gap of 1.5 eV. Its lowest exciton, computed in the Tamm-Dancoff approximation (TDA), can lie at a harmless $+0.26$ eV. Yet the same state can be a saddle point, with another determinant lower in energy by 7.4 meV per site. This happens in the ring treated below. Neither the vanishing gradient nor the positive TDA root reveals it.

Looking for imaginary excitation energies is not a complete remedy either, because an unstable state can have real ones. The reliable local criterion is the sign of the energy curvature. A model with one complex variable shows why.

\section{One variable, by hand}

Take a ring of sites, each holding one spinless electron in a valence orbital $v$ or a conduction orbital $c$. The levels are separated by $\delta$, and there is no hopping yet. With $X_i=c_i^\dagger v_i+v_i^\dagger c_i$, neighbours interact through $-D X_iX_{i+1}$, $D>0$. Give every site the state
\[
\cos\theta\,|v\rangle+e^{i\alpha}\sin\theta\,|c\rangle ,\qquad
\langle X\rangle=\sin2\theta\cos\alpha .
\]
There is one bond per site, so the energy per site is
\begin{equation}
e=\delta\sin^2\theta-D\sin^22\theta\cos^2\alpha .
\label{tiny}
\end{equation}
For small $\theta$ put $z=\theta e^{i\alpha}=x+iy$. Then $\sin^22\theta\cos^2\alpha\simeq4x^2$, and
\begin{equation}
e\simeq(\delta-4D)x^2+\delta y^2=(a+b)x^2+(a-b)y^2,
\quad a=\delta-2D,\quad b=-2D .
\label{tinyhess}
\end{equation}

For the motion, each electron feels the field of two neighbours, $-2D\langle X\rangle X$, with $\langle X\rangle\simeq z+z^*$. Its amplitude on $c$ obeys
\[
i\hbar\dot z=\delta z-2D(z+z^*)=az+bz^* .
\]
The real and imaginary parts give $\hbar\dot x=(a-b)y$ and $\hbar\dot y=-(a+b)x$. Differentiating the first and inserting the second,
\begin{equation}
(\hbar\omega)^2=(a-b)(a+b)=\delta(\delta-4D).
\label{tinyomega}
\end{equation}
The TDA drops $b$ and gives $\hbar\omega=a=\delta-2D$. As $\delta$ decreases there are four regimes:
\begin{itemize}
\item $\delta>4D$: both curvatures are positive and the state is locally stable.
\item $2D<\delta<4D$: the state is unstable and $\omega$ is imaginary, but the TDA root is positive.
\item $0<\delta<2D$: $\omega$ is imaginary and the TDA root is negative.
\item $\delta<0$: both curvatures are negative, yet $\omega$ is real.
\end{itemize}
In the last regime the state is an energy maximum in both directions. It precesses about the maximum, as it would about a minimum, in the opposite sense. This holds for the uniform motion. If neighbours on an even ring move oppositely, $D$ changes sign in \eqref{tinyomega}, and for $-4D<\delta<0$ that motion grows.

Take $\delta=3.2D$. Then $a+b=-0.8D$, $a=1.2D$, $a-b=3.2D$ and $(\hbar\omega)^2=-2.56D^2$, so the growth rate is $1.6D/\hbar$. The growing solution has $y=1.6x/3.2=x/2$, and its second-order energy is $(-0.8+3.2/4)Dx^2=0$. Time evolution conserves energy, so it leaves the saddle along a level line. To go downhill one needs a direction of negative curvature, which the growing dynamical mode is not. The steepest choice is the curvature eigenvector, here $y=0$.

Along $y=0$, write $s=\sin^2\theta$. Equation \eqref{tiny} becomes $e=\delta s-4Ds(1-s)$, and setting $de/ds=0$ gives
\[
s=\frac{4D-\delta}{8D}=0.1,\qquad
e=-\frac{(4D-\delta)^2}{16D}=-0.04D .
\]
The new state has $\langle X\rangle\ne0$: the valence and conduction orbitals are mixed coherently. We call this state the excitonic condensate, although the coupling $D$ fixes the phase of its order up to a sign.

\section{The curvature in general}

Let $H=\sum h_{pq}p^\dagger q+\frac12\sum(pq|rs)p^\dagger r^\dagger sq$, with real orbitals. Define the density matrix $P_{pq}=\langle q^\dagger p\rangle$ and $W_{pqrs}=(pq|rs)-(ps|rq)$. The Hartree-Fock energy and Fock matrix are
\[
E=\mathrm{Tr}\,hP+\tfrac12\sum P_{qp}W_{pqrs}P_{sr},\qquad
F_{pq}=h_{pq}+\sum_{rs}W_{pqrs}P_{sr}.
\]
Occupied orbitals are $i,j$ and empty ones $a,b$. At a stationary point $F_{ai}=0$, and we choose orbitals that make $F$ diagonal with energies $\varepsilon_p$.

Rotate the orbitals by $e^\kappa$, with $\kappa=\sum_{ai}(x_{ai}|a\rangle\langle i|-x_{ai}^*|i\rangle\langle a|)$. Expanding $e^\kappa Pe^{-\kappa}$ gives
\begin{align*}
P^{(1)}&=[\kappa,P]=\sum_{ai}\left(x_{ai}|a\rangle\langle i|+x_{ai}^*|i\rangle\langle a|\right),\\
P^{(2)}&=\tfrac12[\kappa,P^{(1)}]
=\sum_{abi}x_{ai}x_{bi}^*|a\rangle\langle b|-\sum_{aij}x_{ai}^*x_{aj}|i\rangle\langle j| .
\end{align*}
Since $E$ is quadratic in $P$, the second-order energy is $\mathrm{Tr}FP^{(2)}+\frac12\mathrm{Tr}F^{(1)}P^{(1)}$, where $F^{(1)}$ is the Fock change caused by $P^{(1)}$. The first term is $\sum(\varepsilon_a-\varepsilon_i)|x_{ai}|^2$. For the second,
\[
F^{(1)}_{ai}=\sum_{bj}\left\{[(ai|jb)-(ab|ji)]x_{bj}+[(ai|bj)-(aj|bi)]x_{bj}^*\right\}.
\]
Define therefore
\begin{align}
A_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+(ai|jb)-(ab|ji),\nonumber\\
B_{ai,bj}&=(ai|bj)-(aj|bi).
\label{AB}
\end{align}
With $x=u+iw$ the result is
\begin{equation}
E^{(2)}=x^\dagger Ax+\mathrm{Re}\,x^\dagger Bx^*
=u^T(A+B)u+w^T(A-B)w .
\label{hess}
\end{equation}
A negative eigenvalue of $A+B$ or $A-B$ proves instability. If both matrices are positive definite, the state is a local minimum; a distant lower one is not excluded.

\section{The same blocks in the Bethe-Salpeter equation}

The Bethe-Salpeter equation (BSE) starts from two independent propagators. With $e_p=\varepsilon_p-\mu$, $\mu$ in the gap and $G_p(i\nu)=1/(i\nu-e_p)$, partial fractions give
\[
G_p(i\nu+i\Omega)G_q(i\nu)=
\frac{G_q(i\nu)-G_p(i\nu+i\Omega)}{i\Omega+e_q-e_p}.
\]
With a symmetric cutoff, $\int\frac{d\nu}{2\pi}G_p(i\nu)=-\frac12\mathrm{sgn}\,e_p=f_p-\frac12$, where $f_p$ is the occupation. After continuation $i\Omega\to z$,
\begin{equation}
L^0_{pq}(z)=\frac{f_q-f_p}{z+\varepsilon_q-\varepsilon_p}.
\label{L0}
\end{equation}
Pairs with equal occupations drop out.

The interaction kernel is the derivative of the self-energy. The Hartree-Fock self-energy is static and depends on $P$ alone, so a perturbation $V$ gives the closed equation $\delta P_{pq}=L^0_{pq}(V_{pq}+F^{(1)}_{pq})$. Let $X_{ai}=\delta P_{ai}$ and $Y_{ai}=\delta P_{ia}$. The numerator of \eqref{L0} is $+1$ for $ai$ and $-1$ for $ia$. Moving $F^{(1)}$ to the left, and writing $V_{ph}$ for the elements $V_{ai}$ and $V_{hp}$ for $V_{ia}$,
\begin{equation}
(z-A)X-BY=V_{ph},\qquad BX+(z+A)Y=-V_{hp}.
\label{bse}
\end{equation}
The poles are thus the eigenvalues of $\begin{pmatrix}A&B\\-B&-A\end{pmatrix}$, with the $A$ and $B$ of \eqref{AB}. This is the full BSE, antiresonant part included, for the static Hartree-Fock kernel. The identity needs bands and kernel from the same self-energy; it does not cover a dynamically screened kernel. It was tested by integrating $L^0$ over frequency and solving for all orbital pairs. The response agreed with \eqref{bse} to about $10^{-14}$ eV$^{-1}$ in the normal state.

\section{What each root can prove}

Setting $V=0$ and $z=\omega$ (energies now include $\hbar$), the sum and difference of the two equations are
\[
\omega(X+Y)=(A-B)(X-Y),\qquad \omega(X-Y)=(A+B)(X+Y),
\]
so that
\begin{equation}
\omega^2(X+Y)=(A-B)(A+B)(X+Y).
\label{w2}
\end{equation}

If $A-B$ has no negative eigenvalue, let $S$ be its positive square root. The product in \eqref{w2} has the same eigenvalues as the symmetric matrix $S(A+B)S$, so $\omega^2$ is real. Three conclusions follow.

First, if $A+B$ has no negative eigenvalue either, then $\omega^2\ge0$. A non-real root therefore proves instability.

Second, if $A-B$ is positive definite, $S$ is invertible. Sylvester's law then says that $S(A+B)S$ and $A+B$ have equally many negative eigenvalues, so each unstable direction of $A+B$ accounts for one pair $\pm i\gamma$. If both matrices have negative eigenvalues this counting can fail, as \eqref{tinyomega} showed for $\delta<0$.

Third, $A$ is the mean of $A+B$ and $A-B$. Minimizing the two parts separately can only lower the result, so
\begin{equation}
\lambda_{\min}(A)\ge\tfrac12\left[\lambda_{\min}(A+B)+\lambda_{\min}(A-B)\right].
\label{tda}
\end{equation}
A negative TDA root thus proves instability, while a positive one does not prove stability.

\section{Bands with dispersion}

Now add nearest-neighbour hopping, $-t$ for $c$ and $+t$ for $v$ so that the gap is direct at $k=0$, and a local repulsion $Un_cn_v$. For the filled valence band the Hartree-Fock pair energies are $\Delta_k=E_g+4t(1-\cos k)$, where the direct gap $E_g$ includes the shift $U$ of the empty band. Mix each valence state with the conduction state of equal momentum, $v_k\to v_k+z_kc_k$, and let $\phi=N^{-1}\sum_kz_k$. To second order:
\begin{itemize}
\item the repulsion beyond the band shift gives $-U|\phi|^2$ per site, by exchange;
\item the direct part of the neighbour coupling gives $-D(2\,\mathrm{Re}\,\phi)^2=-2D|\phi|^2-2D\,\mathrm{Re}\,\phi^2$;
\item its exchange part gives $+2D\,\mathrm{Re}\,N^{-2}\sum_{kk'}z_kz_{k'}\cos(k-k')$.
\end{itemize}
Comparison with \eqref{hess} yields
\begin{equation}
A_{kk'}=\Delta_k\delta_{kk'}-\frac{U+2D}{N},\qquad
B_{kk'}=\frac{2D}{N}[\cos(k-k')-1].
\label{bloch}
\end{equation}
Bloch orbitals are complex, and a real rotation of the site orbitals has $z_{-k}=z_k^*$. For eigenvectors even in $k$, which include the lowest ones used below, $A\pm B$ of \eqref{bloch} are the real-orbital $A\pm B$; for eigenvectors odd in $k$ the two exchange roles. $E_g$ multiplies the identity, so each lowest eigenvalue is $E_g$ minus a fixed critical gap.

For the TDA, a zero eigenvalue requires $\Delta_kx_k=(U+2D)N^{-1}\sum_{k'}x_{k'}$. Dividing by $\Delta_k$ and averaging over $k$ gives $1=(U+2D)\langle1/\Delta_k\rangle$. On a long ring $\langle1/\Delta_k\rangle=[(E_g+4t)^2-(4t)^2]^{-1/2}$, hence
\begin{equation}
E_g^{\rm TDA}=\sqrt{(4t)^2+(U+2D)^2}-4t .
\label{thr}
\end{equation}
With $t=D=0.25$ eV and $U=1.5$ eV this is $\sqrt{1+4}-1=1.236$ eV. Diagonalizing $A\pm B$ on eight sites gives critical gaps of 1.677 eV for $A+B$ and 0.845 eV for $A-B$. The zero-momentum block then behaves as follows (eV, and eV$^2$ for $\omega^2$):
\begin{center}
\begin{tabular}{ccccc}
$E_g$ & $\min(A+B)$ & TDA & $\min(A-B)$ & $\min\omega^2$\\
2.0 & $0.323$ & $0.764$ & $1.155$ & $0.383$\\
1.5 & $-0.177$ & $0.264$ & $0.655$ & $-0.120$\\
1.0 & $-0.677$ & $-0.236$ & $0.155$ & $-0.111$\\
0.7 & $-0.977$ & $-0.536$ & $-0.145$ & $0.160$
\end{tabular}
\end{center}
These are the four regimes of the hand example. At 1.5 eV the bound \eqref{tda} reads $0.264\ge\frac12(-0.177+0.655)=0.239$.

At 0.7 eV the critical root is real, 0.400 eV, with $X^2-Y^2=-0.60$ for an eigenvector of unit length. The sign has a meaning. Multiplying the eigenvalue equation by $\mathrm{diag}(1,-1)$ and projecting on the eigenvector gives
\[
\begin{pmatrix}X\\Y\end{pmatrix}^{\!\dagger}
\begin{pmatrix}A&B\\B&A\end{pmatrix}
\begin{pmatrix}X\\Y\end{pmatrix}=\omega(X^2-Y^2)<0 ,
\]
so exciting this mode lowers the energy although it oscillates.

The case $D=0$ isolates the effect. The numbers of $c$ and $v$ electrons are then conserved separately and $B=0$. The linear motion $i\hbar\dot x=Ax$ conserves $|x|^2$, whatever the signs of the eigenvalues. For $U=2$ eV and $E_g=1$ eV the TDA root is $-0.236$ eV and a rotation of length 0.1 lowers the energy by 0.0024 eV. No root is imaginary, and in real-time propagation the order created by a small uniform tilt did not grow. If the amplitudes $x_k$ start with different phases, $|\phi|$ can rise for a while as they align, but in the linear motion the conserved $|x|^2$ bounds it: $|\phi|\le|x|/\sqrt N$.

\section{Following the eigenvector downhill}

At $E_g=1.5$ eV the full matrix of the eight-site ring, with all pair momenta, has one negative eigenvalue of $A+B$ and one imaginary pair; longer rings add unstable modes at small pair momentum (three in all on sixteen sites). The root is $0.3465i$ eV, an e-folding time of 1.90 fs. Real-time Hartree-Fock evolution from a tiny uniform tilt gave the same rate to within $10^{-4}$ relative to the root.

The gradient vanishes at the saddle, so a gradient method started there does not move. The search runs as follows.
\begin{enumerate}
\item Build $A\pm B$ and find the lowest eigenvalue. If it belongs to $A+B$, rotate by $x=sv$ with its real eigenvector $v$; if to $A-B$, use $x=isv$ and complex orbitals from then on.
\item Minimize $E(s)$ along this line. Initially $E-E_0\simeq\lambda s^2$.
\item For real orbitals, rebuild $F$, $A$ and $B$, with the blocks $F_{ab}$ and $F_{ij}$ replacing the orbital energies. The first-order energy is $2\sum x_{ai}F_{ai}$. With eigenpairs $(\lambda_m,v_m)$ of $A+B$, step by
\[
x=-\sum_m v_m\frac{v_m\cdot F}{\max(|\lambda_m|,\eta)},\qquad \eta>0 .
\]
The first-order change is $-2\sum_m(v_m\cdot F)^2/\max(|\lambda_m|,\eta)$, which is negative unless the gradient vanishes. Halve the step while the energy rises.
\item When $F_{ai}=0$, test $A\pm B$ again.
\end{enumerate}
The positive denominator matters wherever $A+B$ has a negative eigenvalue: there a plain Newton step can climb back towards the saddle. The floor $\eta$ limits the step where an eigenvalue is close to zero. In the example below the line minimum already lies outside that region.

On the ring, with the top of the valence band as the zero of energy, $E_0=-4.0000$ eV. The measured curvature on the path, $-0.1767$ eV, matches the eigenvalue. The line minimum lies at $s=0.829$, 0.0590 eV below the saddle, and two Newton steps ($\eta=0.05$ eV) finish the descent at $-4.0590$ eV. Per site the gain is $0.0590/8=0.0074$ eV. The opposite step $-s$ gives the same energy, because the Hamiltonian is unchanged when $c\to-c$.

The final state has $|\langle c^\dagger v\rangle|=0.266$ and 0.083 conduction electrons per site. A separate minimization over the mixing angles of the Bloch states gave the same energy and order. The lowest eigenvalues are now 0.323 eV for $A+B$ and 0.863 eV for $A-B$, so the condensate is a local minimum. Its lowest BSE root is real, 0.533 eV, against 0.607 eV in the TDA.

These are mean-field statements for eight sites. Correlation beyond Hartree-Fock and fluctuations of the order parameter are left out, so the calculation finds a broken-symmetry determinant and does not establish long-range order in one dimension. The numerical output gives the values to more digits.

\section*{Computed results}
\begin{verbatim}
sites N = 8; t = 0.25 eV; U = 1.5 eV; D = 0.25 eV
worked HF gap = 1.5 eV
normal state: Hessian difference error = 3.6e-07 eV
normal state: BSE response error = 7.4e-15 1/eV
gap 2.0 eV, all momenta: negative A+B = 0, imaginary pairs = 0
gap 1.5 eV, all momenta: negative A+B = 1, imaginary pairs = 1
gap 1.1 eV, all momenta: negative A+B = 3, imaginary pairs = 3
critical gap A+B: ring 1.67670 eV, infinite 1.67669 eV
critical gap TDA: ring 1.23610 eV, infinite 1.23607 eV
critical gap A-B: ring 0.84548 eV, infinite 0.84529 eV
zero-momentum scan: gap, min(A+B), TDA, min(A-B) in eV; min w^2 in eV^2
  2.0    0.3233    0.7639    1.1545    0.3835
  1.5   -0.1767    0.2639    0.6545   -0.1201
  1.0   -0.6767   -0.2361    0.1545   -0.1113
  0.7   -0.9767   -0.5361   -0.1455    0.1597
gap 0.7 eV: real root 0.3996 eV, X^2-Y^2 = -0.6018
worked gap: imaginary BSE root = 0.34649 eV
real-time growth rate times hbar = 0.34648 eV
e-folding time = 1.900 fs
D=0, U=2.0 eV, gap=1.0 eV: TDA root = -0.23610 eV
D=0: largest |Im root| = 0.0e+00 eV
D=0: energy change at step 0.1 = -0.002357 eV
D=0: maximum order / initial order = 1.0000
normal-state energy = -4.000000 eV
lowest A+B eigenvalue = -0.17670 eV; path curvature = -0.17669 eV
line minimum: step = 0.8290, change = -0.058981 eV
Newton steps = 2; condensate energy = -4.059037 eV
condensation energy = -7.3797 meV per site
Bloch-angle minimum energy = -4.059037 eV
order parameter <c+v> = 0.26623; from Bloch angles 0.26623
conduction occupation per site = 0.08299
condensate: min(A+B) = 0.32315 eV, min(A-B) = 0.86348 eV
condensate: TDA root = 0.60715 eV, BSE root = 0.53300 eV
condensate: HF gap = 1.77724 eV
condensate: BSE response error = 1.1e-11 1/eV
\end{verbatim}
